# Monolayer energy, hopping and outer-layer shift from film subbands by trace moments: verification in Python

```python
"""
Result under test: the subbands E_j of an N-layer film determine the monolayer
energy a, hopping magnitude |t| and common outer-layer shift u through three
trace moments, up to a cubic's multiple roots; the full spectrum selects one.
Model: diagonal a (a+u on both outer layers), neighbour hopping t.
C2, C3: sums of squared and cubed deviations of E_j from their mean.
uc: shift scale; x = u/uc solves x**3 - 3*x = q. Energies are in eV.
"""
import numpy as np
from scipy import constants as const


def film_matrix(n, a, t, u, second=0.0, step=0.0, unequal=0.0):
    """second: next-neighbour hopping; step: potential step per layer;
    unequal: outer shifts become u+unequal and u-unequal."""
    diagonal = a + step * (np.arange(n) - (n - 1) / 2)
    diagonal[0] += u + unequal
    diagonal[-1] += u - unequal
    h = np.diag(diagonal)
    h += t * (np.eye(n, k=1) + np.eye(n, k=-1))
    h += second * (np.eye(n, k=2) + np.eye(n, k=-2))
    return h


def levels(*args, **kwargs):
    return np.linalg.eigvalsh(film_matrix(*args, **kwargs))


def central_moments(e):
    d = e - e.mean()
    return e.mean(), np.sum(d**2), np.sum(d**3)


def cubic_data(e):
    n = len(e)
    mean, c2, c3 = central_moments(e)
    alpha = 2 * (n - 2) * (n*n - 2*n - 2) / (n*n * (n - 1))
    beta = 3 * (n - 2) / (n * (n - 1))
    uc = np.sqrt(n * c2 / (2 * (n*n - 2*n - 2)))
    return mean, c2, c3, alpha, beta, uc, c3 / (alpha * uc**3)


def parameters_from_shift(e, u):
    n = len(e)
    mean, c2, _ = central_moments(e)
    t_squared = (c2 - 2 * (n - 2) * u*u / n) / (2 * (n - 1))
    return mean - 2 * u / n, t_squared


def solutions(e):
    """All admissible (rms misfit, a, |t|, u), best misfit first."""
    *_, uc, q = cubic_data(e)
    c2 = central_moments(e)[1]
    found = []
    for root in np.roots([1.0, 0.0, -3.0, -q]):
        if abs(root.imag) > 1e-6:
            continue
        u = root.real * uc
        a, t_squared = parameters_from_shift(e, u)
        if t_squared > 1e-12 * c2:
            t = np.sqrt(t_squared)
            misfit = levels(len(e), a, t, u) - np.sort(e)
            found.append((np.sqrt(np.mean(misfit**2)), a, t, u))
    return sorted(found)


def middle_solution(e):
    *_, uc, q = cubic_data(e)
    u = -2 * uc * np.sin(np.arcsin(q / 2) / 3)
    a, t_squared = parameters_from_shift(e, u)
    return np.array([a, np.sqrt(t_squared), u])


def gradients(e, t, u):
    """Rows: derivatives of a, |t| and u with respect to each level."""
    n = len(e)
    mean, c2, _, alpha, beta, _, _ = cubic_data(e)
    d = e - mean
    gu = -(3 * (d*d - c2/n) + 2*beta*u*d) / (beta*c2 - 3*alpha*u*u)
    ga = 1/n - 2*gu/n
    gt = (2*d - 4*u*(n - 2)/n * gu) / (4 * (n - 1) * t)
    return np.array([ga, gt, gu])


# Moment formulas, recovery and uniqueness from the full spectrum.
for n in range(3, 11):
    for ratio in (-0.8, 0.37, 2.3):
        a0, t0 = -0.7, 0.4
        u0 = ratio * t0
        h = film_matrix(n, a0, -t0, u0)
        e, vectors = np.linalg.eigh(h)
        mean, c2, c3 = central_moments(e)
        assert np.isclose(mean, a0 + 2*u0/n, atol=1e-12)
        assert np.isclose(c2, 2*(n-1)*t0**2 + 2*(n-2)*u0**2/n)
        walk_c3 = (2*(n-2)*(n-4)*u0**3/n**2 - 6*(n-2)*t0**2*u0/n)
        assert np.isclose(c3, walk_c3, atol=1e-12)
        found = solutions(e)
        assert np.allclose(found[0][1:], (a0, t0, u0), atol=1e-7)
        for wrong in found[1:]:
            assert wrong[0] > 1e-3 * t0
        for _, a, t, u in found:
            trial = central_moments(levels(n, a, t, u))
            assert np.allclose(trial, (mean, c2, c3), atol=1e-8)
        if abs(ratio) < 1:
            assert np.allclose(middle_solution(e), (a0, t0, u0), atol=1e-8)
        gaps = e[:, None] - e[None, :] + np.eye(n)
        weights = t0**(n - 1) / np.abs(np.prod(gaps, axis=1))
        assert np.allclose(weights, vectors[0]**2, atol=1e-8)
        end = weights @ e
        width = weights @ (e - end)**2
        third = weights @ (e - end)**3
        assert np.allclose((end, width, third),
                           (a0 + u0, t0**2, -u0*t0**2), atol=1e-8)

# Count solutions from explicit spectra, with no use of the cubic.
angles = np.linspace(-np.pi/2 + 1e-6, np.pi/2 - 1e-6, 4001)


def skewness(e):
    d = e - e.mean(axis=-1, keepdims=True)
    return np.sum(d**3, axis=-1) / np.sum(d**2, axis=-1)**1.5


for n in (3, 4, 5, 6, 8):
    hop = film_matrix(n, 0.0, 1.0, 0.0)
    ends = film_matrix(n, 0.0, 0.0, 1.0)
    family = (np.cos(angles)[:, None, None] * hop
              + np.sin(angles)[:, None, None] * ends)
    curve = skewness(np.linalg.eigvalsh(family))
    for ratio in (0.3, 2.5, 6.0, 12.0):
        e = levels(n, 0.0, 1.0, ratio)
        difference = curve - skewness(e)
        count = np.count_nonzero(difference[:-1] * difference[1:] < 0)
        if n < 5:
            expected = n - 2
        else:
            inside = ratio**2 * (n*n - 6*n + 6) < 4*n*(n - 1)
            expected = 3 if inside else 1
        assert count == expected == len(solutions(e))
    if n > 3:
        turning = np.abs(np.tan(angles[np.argmin(curve)]))
        central = np.abs(angles) < np.arctan(2.2)
        slope_sign = np.sign(np.diff(curve[central]))
        turns = np.flatnonzero(slope_sign[1:] != slope_sign[:-1]) + 1
        fold_ratios = np.abs(np.tan(angles[central][turns]))
        assert len(turns) == 2
        assert np.allclose(fold_ratios, np.sqrt((n-1)/(n-3)), atol=0.01)

# A spectrum outside the model's range must be rejected.
outlier = np.array([0.0, 0.01, 0.02, 0.03, 0.04, 1.0])
assert len(solutions(outlier)) == 0

# Worked example: synthetic readings rounded to 1 meV.
n, a0, t0, u0 = 6, -1.20, 0.30, 0.10
true = np.array([a0, t0, u0])
exact = levels(n, *true)
data = np.round(exact, 3)
mean, c2, c3, alpha, beta, uc, q = cubic_data(data)
found = solutions(data)
assert len(found) == 3
grad = gradients(exact, t0, u0)
rounding_bound = 0.0005 * np.sum(np.abs(grad), axis=1)
assert np.all(np.abs(np.array(found[0][1:]) - true)
              <= 1.05 * rounding_bound + 1e-6)

# Error propagation: finite differences and random reading errors.
numeric = np.empty_like(grad)
for i in range(n):
    shift = np.zeros(n)
    shift[i] = 1e-5
    numeric[:, i] = (middle_solution(exact + shift)
                     - middle_solution(exact - shift)) / 2e-5
assert np.allclose(grad, numeric, atol=1e-6)
reading_error = 0.005
predicted_sd = reading_error * np.sqrt(np.sum(grad**2, axis=1))
rng = np.random.default_rng(7)
trials, chosen = 2000, []
right = 0
for _ in range(trials):
    noisy = exact + reading_error * rng.standard_normal(n)
    middle = middle_solution(noisy)
    chosen.append(middle)
    right += abs(solutions(noisy)[0][3] - middle[2]) < 1e-6
trial_sd = np.std(chosen, axis=0)
assert np.allclose(trial_sd, predicted_sd, rtol=0.08)  # sampling error
assert right / trials > 0.99
u_near = 1.2 * t0
near_grad = gradients(levels(n, a0, t0, u_near), t0, u_near)
near_sd = reading_error * np.sqrt(np.sum(near_grad[2]**2))
assert near_sd > 2 * predicted_sd[2]

# Neglected effects: leading laws, then sizes for the example.
for layers in range(4, 9):
    small = 1e-5
    result = middle_solution(levels(layers, a0, t0, 0.0, second=small))
    assert np.isclose(result[2] / small, -layers, atol=0.02)
    assert np.isclose((result[0] - a0) / small, 2, atol=0.02)
for name in ("step", "unequal"):
    one = middle_solution(levels(n, *true, **{name: 0.001})) - true
    two = middle_solution(levels(n, *true, **{name: 0.002})) - true
    assert np.allclose(two / one, 4, rtol=0.05)

second, unequal = 0.010, 0.050
field_mv_cm, spacing_nm = 0.20, 0.60
step = field_mv_cm * 1e8 * spacing_nm * 1e-9
effects = {
    "second-neighbour": dict(second=second),
    "unequal outer": dict(unequal=unequal),
    "internal field": dict(step=step),
}
offset_nm = 0.30
k_shift = ((const.hbar * offset_nm * 1e9)**2
           / (2 * const.m_e) / const.e)
thermal = const.k * 300 / const.e

print(f"Layers N = {n}")
print(f"Chosen a, |t|, u = {a0:.3f}, {t0:.3f}, {u0:.3f} eV")
print("Readings (eV):", " ".join(f"{v:.3f}" for v in data))
print(f"Mean level = {mean:.6f} eV")
print(f"C2 = {c2:.6f} eV^2")
print(f"C3 = {c3:.6f} eV^3")
print(f"alpha = {alpha:.6f}, beta = {beta:.6f} (no unit)")
print(f"Shift scale uc = {uc:.6f} eV")
print(f"q = {q:.6f} (no unit)")
print(f"Admissible |x| limit = {np.sqrt((n*n-2*n-2)/(n-2)):.4f}")
for i, (rms, a, t, u) in enumerate(found, 1):
    print(f"Solution {i}: x = {u/uc:.5f}")
    print(f"  a, |t|, u = {a:.5f}, {t:.5f}, {u:.5f} eV")
    print(f"  rms misfit = {1000*rms:.3f} meV")
    fitted = levels(n, a, t, u)
    print("  levels (eV):", " ".join(f"{v:.3f}" for v in fitted))
print(f"Fold at |u/t| = {np.sqrt((n-1)/(n-3)):.4f}")
limit = np.sqrt(4*n*(n-1)/(n*n-6*n+6))
print(f"Three solutions below |u/t| = {limit:.4f}")
print(f"Reading error, one sigma = {1000*reading_error:.1f} meV")
print("Predicted sigma of a, |t|, u (meV):",
      " ".join(f"{1000*v:.2f}" for v in predicted_sd))
print("Random-trial sigma of a, |t|, u (meV):",
      " ".join(f"{1000*v:.2f}" for v in trial_sd))
print(f"Correct root chosen = {100*right/trials:.2f} % of {trials}")
print(f"Sigma of u at |u/t| = {u_near/t0:.1f}: {1000*near_sd:.1f} meV")
print(f"Second-neighbour hopping = {1000*second:.1f} meV")
print(f"Unequal outer shifts = u +/- {1000*unequal:.1f} meV")
print(f"Field = {field_mv_cm:.2f} MV/cm, spacing = {spacing_nm:.2f} nm")
print(f"Potential step = {1000*step:.2f} meV per layer")
for name, change in effects.items():
    rms, *fit = solutions(levels(n, *true, **change))[0]
    bias = 1000 * (np.array(fit) - true)
    print(f"{name}: change of a, |t|, u (meV):",
          " ".join(f"{v:.2f}" for v in bias))
    print(f"  rms misfit = {1000*rms:.3f} meV")
print(f"Wave-vector offset = {offset_nm:.2f} nm^-1, mass = 1 m_e")
print(f"Size of common level shift = {1000*k_shift:.2f} meV")
print(f"Smallest subband spacing = {1000*np.min(np.diff(exact)):.1f} meV")
print(f"Thermal energy at 300 K = {1000*thermal:.2f} meV")
print("OK")
```

Output:

```
Layers N = 6
Chosen a, |t|, u = -1.200, 0.300, 0.100 eV
Readings (eV): -1.731 -1.543 -1.282 -1.010 -0.787 -0.647
Mean level = -1.166667 eV
C2 = 0.912145 eV^2
C3 = -0.035647 eV^3
alpha = 0.977778, beta = 0.400000 (no unit)
Shift scale uc = 0.352680 eV
q = -0.831064 (no unit)
Admissible |x| limit = 2.3452
Solution 1: x = 0.28471
  a, |t|, u = -1.20014, 0.29978, 0.10041 eV
  rms misfit = 0.219 meV
  levels (eV): -1.731 -1.543 -1.282 -1.010 -0.787 -0.647
Solution 2: x = 1.57205
  a, |t|, u = -1.35148, 0.22412, 0.55443 eV
  rms misfit = 39.592 meV
  levels (eV): -1.730 -1.541 -1.283 -1.033 -0.711 -0.702
Solution 3: x = -1.85677
  a, |t|, u = -0.94838, 0.18449, -0.65485 eV
  rms misfit = 59.995 meV
  levels (eV): -1.656 -1.654 -1.226 -1.022 -0.803 -0.639
Fold at |u/t| = 1.2910
Three solutions below |u/t| = 4.4721
Reading error, one sigma = 5.0 meV
Predicted sigma of a, |t|, u (meV): 4.59 1.66 12.34
Random-trial sigma of a, |t|, u (meV): 4.65 1.65 12.37
Correct root chosen = 100.00 % of 2000
Sigma of u at |u/t| = 1.2: 93.4 meV
Second-neighbour hopping = 10.0 meV
Unequal outer shifts = u +/- 50.0 meV
Field = 0.20 MV/cm, spacing = 0.60 nm
Potential step = 12.00 meV per layer
second-neighbour: change of a, |t|, u (meV): 20.54 2.02 -61.63
  rms misfit = 1.686 meV
unequal outer: change of a, |t|, u (meV): 1.18 0.99 -3.54
  rms misfit = 0.674 meV
internal field: change of a, |t|, u (meV): 0.38 0.47 -1.15
  rms misfit = 0.684 meV
Wave-vector offset = 0.30 nm^-1, mass = 1 m_e
Size of common level shift = 3.43 meV
Smallest subband spacing = 140.1 meV
Thermal energy at 300 K = 25.85 meV
OK
```
